Second-order Görling-Levy correlation energy from Kohn-Sham doubles and singles

## First half: second order at fixed density

### Two electrons on two equivalent sites

Take two sites, one orbital on each, and two electrons of opposite spin. An electron hops between the sites with amplitude −t, where t > 0. Two electrons on the same site repel with energy λU. The number λ scales the repulsion: λ = 0 removes it and λ = 1 gives its full strength.

The one-electron states are the even and odd combinations

g = (1, 1)/√2, energy −t,

u = (1, −1)/√2, energy +t.

Without repulsion both electrons occupy g. The density is one electron per site, and by symmetry it stays so for every λ. No potential is needed to hold it in place.

The repulsion can mix the doubly occupied states g² and u². It cannot mix in the state with one electron in g and one in u, because that state is odd under exchange of the sites and g² is even. The matrix elements of the repulsion at λ = 1 are

⟨g²|W|g²⟩ = U Σ_s g_s⁴ = U(1/4 + 1/4) = U/2,

⟨u²|W|u²⟩ = U Σ_s u_s⁴ = U/2,

⟨g²|W|u²⟩ = U Σ_s g_s² u_s² = U/2.

The Hamiltonian in this pair of states has diagonal elements −2t + λU/2 and 2t + λU/2, and off-diagonal element λU/2. Its lower eigenvalue is

E(λ) = λU/2 − √(4t² + λ²U²/4).

The energy of the unchanged state g² is −2t + λU/2. The difference is the correlation energy:

E_c(λ) = 2t − √(4t² + λ²U²/4).

Write the root as 2t√(1 + y) with y = λ²U²/(16t²), and use √(1 + y) = 1 + y/2 − y²/8 + …. Then

E_c(λ) = −λ²U²/(16t) + λ⁴U⁴/(1024t³) − ….

The leading term has a simple reading. The coupling to the doubly excited state is U/2, and its excitation energy is 4t, so

−(U/2)²/(4t) = −U²/(16t).

The same formula shows when the expansion fails. The root has branch points where 4t² + λ²U²/4 = 0, that is at λ = ±4it/U. The series converges for |λ| < 4t/U. If t goes to zero at fixed λ, the true correlation energy tends to −λU/2, which is finite, while the second-order coefficient diverges. A small excitation energy is dangerous for the expansion, not for the correlation energy itself.

### What changes when the sites differ

Let the sites have different energies. The noninteracting electrons then prefer one site, and the repulsion pushes them apart, so the density changes with λ. A density functional, however, is evaluated at a given density. The repulsion must therefore be turned on together with a potential that restores the density at each λ.

Now take N electrons in general, in Hartree atomic units. Let T be the kinetic energy and

W = ½ Σ_{p≠q} w(r_p, r_q)

the full repulsion, with w = 1/|r_p − r_q| for Coulomb forces. Let

H_λ = T + λW + V_λ, V_λ = Σ_p v_λ(r_p),

where v_λ is chosen so that the ground state Ψ_λ has the same density n for all λ from 0 to 1. I assume that such potentials exist, that the ground state at λ = 0 is nondegenerate and a single determinant Φ0, and that energies, states and potentials have expansions in λ at least to second order.

At λ = 0 the potential is the Kohn-Sham (KS) potential v_s, and the Hamiltonian is H_s = T + V_s. Its orbitals are the KS orbitals of n. Define

F_λ[n] = ⟨Ψ_λ|T + λW|Ψ_λ⟩ = min ⟨Ψ|T + λW|Ψ⟩,

where the minimum runs over normalized antisymmetric states with density n. The second equality holds because all these states have the same potential energy ∫v_λ n, so the ground state of H_λ must have the lowest T + λW among them.

With T_s = ⟨Φ0|T|Φ0⟩ and ⟨Φ0|W|Φ0⟩ = E_H + E_x = E_Hx, the Hartree plus exchange energy, define the correlation energy by

F_λ = T_s + λE_Hx + E_c^λ. (1)

Since Φ0 is an allowed trial state in the minimum, E_c^λ ≤ 0.

### Why correlation starts at second order

The ground-state energy is E_λ = F_λ + ∫v_λ n. Its derivative follows from the Hellmann-Feynman theorem:

dE_λ/dλ = ⟨Ψ_λ|W|Ψ_λ⟩ + ∫(dv_λ/dλ) n.

The density does not depend on λ, so differentiating E_λ = F_λ + ∫v_λ n gives the same potential term. It cancels, and

dF_λ/dλ = ⟨Ψ_λ|W|Ψ_λ⟩.

Insert equation (1), in which T_s and E_Hx do not depend on λ:

dE_c^λ/dλ = ⟨Ψ_λ|W|Ψ_λ⟩ − ⟨Φ0|W|Φ0⟩ = W_c(λ). (2)

The right side vanishes at λ = 0, as does E_c^λ. The expansion therefore begins

E_c^λ = λ²E_GL2 + O(λ³).

The coefficient E_GL2 is the second-order Görling-Levy energy.

The potential is also needed to first order. The density n makes F_λ[n'] + ∫v_λ n' stationary under changes of n' that conserve N. Hence

δF_λ/δn = −v_λ + constant.

At λ = 0 this reads δT_s/δn = −v_s + constant. Subtract the two statements and use equation (1):

v_λ = v_s − λ(v_H + v_x) − δE_c^λ/δn + constant,

where v_H = δE_H/δn and v_x = δE_x/δn. The correlation term starts at λ², provided that the functional derivative may be taken term by term. The constant has no effect on the states, and I drop it. Thus

v_λ = v_s − λv_Hx + λ²v_2 + …, v_Hx = v_H + v_x. (3)

The sign is physical. The KS potential already contains a mean repulsion, and as the true repulsion is turned on, that mean repulsion has to be taken out.

### Perturbation theory with a moving potential

Equation (3) turns the Hamiltonian into

H_λ = H_s + λH_1 + λ²V_2 + …, H_1 = W − V_Hx.

Here V_Hx and V_2 are sums of the one-electron potentials v_Hx and v_2. Let Φ_k be the eigenstates of H_s with energies E_k, and expand

Ψ_λ = Φ0 + λΨ_1 + λ²Ψ_2 + …, ⟨Φ0|Ψ_1⟩ = ⟨Φ0|Ψ_2⟩ = 0.

With this choice the norm of Ψ_λ differs from one at order λ², and expectation values must be divided by it; the energy coefficients found below do not depend on the choice. The total energy is E_λ = E_0 + λE^(1) + λ²E^(2) + …. The terms of order λ in the Schrödinger equation are

(H_s − E_0)Ψ_1 = (E^(1) − H_1)Φ0.

Projection on Φ0 makes the left side vanish and gives

E^(1) = ⟨Φ0|H_1|Φ0⟩ = E_Hx − ∫v_Hx n.

Projection on an excited state Φ_k gives (E_k − E_0)⟨Φ_k|Ψ_1⟩ = −⟨Φ_k|H_1|Φ0⟩, so

Ψ_1 = −Σ_{k≠0} Φ_k ⟨Φ_k|H_1|Φ0⟩/(E_k − E_0). (4)

The terms of order λ² are

(H_s − E_0)Ψ_2 + (H_1 − E^(1))Ψ_1 + (V_2 − E^(2))Φ0 = 0.

Project on Φ0. The first term vanishes, and so does the one with E^(1), since Ψ_1 is orthogonal to Φ0. What remains is

E^(2) = ⟨Φ0|V_2|Φ0⟩ + ⟨Φ0|H_1|Ψ_1⟩

= ∫v_2 n − Σ_{k≠0} |⟨Φ_k|H_1|Φ0⟩|²/(E_k − E_0).

This is the second-order total energy, not yet the correlation energy. The functional is obtained from F_λ = E_λ − ∫v_λ n. Collect powers of λ with equation (3):

order 0: E_0 − ∫v_s n = T_s,

order 1: E_Hx − ∫v_Hx n + ∫v_Hx n = E_Hx,

order 2: E^(2) − ∫v_2 n.

The first two agree with equation (1). In the third, the unknown potential v_2 cancels. The result is

E_GL2 = −Σ_{k≠0} |⟨Φ_k|W − V_Hx|Φ0⟩|²/(E_k − E_0). (5)

The correlation potential is therefore not required to find the leading correlation energy. The exchange potential is required, since it enters H_1. Every term in the sum is negative or zero.

For the two equivalent sites, v_Hx is the same on both and shifts all states equally. The sum has one nonzero term, with coupling U/2 and energy difference 4t, and equation (5) returns −U²/(16t), as the closed solution did.

### Division between kinetic and repulsion energy

Equation (2) gives the initial slope of the coupling-strength integrand:

W_c(λ) = 2λE_GL2 + O(λ²).

The kinetic part of the correlation energy is T_c(λ) = ⟨Ψ_λ|T|Ψ_λ⟩ − T_s. From the definition of E_c^λ it equals E_c^λ − λW_c(λ), so

T_c(λ) = λ²E_GL2 − 2λ²E_GL2 + O(λ³) = −λ²E_GL2 + O(λ³).

To this order the repulsion energy falls by twice the amount by which the kinetic energy rises.

A second route makes the positive sign visible. Because the density is fixed, the v_s energy does not change, and T_c is also the change in the expectation value of H_s. As H_s − E_0 gives zero on Φ0, its leading value is

λ²⟨Ψ_1|H_s − E_0|Ψ_1⟩ = λ² Σ_{k≠0} |⟨Φ_k|H_1|Φ0⟩|²/(E_k − E_0),

where equation (4) was used. By equation (5) this is again −λ²E_GL2. It is the cost of mixing in excited KS states.

The two-site solution shows the same division. Differentiating its E_c(λ) gives

W_c(λ) = −(λU²/4)/√(4t² + λ²U²/4),

which tends to −λU²/(8t) for small λ. This is 2λ times −U²/(16t).

### Weak coupling is high density

For Coulomb repulsion in three dimensions, a small λ can be exchanged for a compressed density. Let γ > 0 and scale a state uniformly:

Ψ_γ(r_1, …, r_N) = γ^(3N/2) Ψ(γr_1, …, γr_N).

The prefactor keeps the norm. To see this, substitute r'_p = γr_p, which gives d³r_p = γ⁻³d³r'_p for each electron. The density becomes

n_γ(r) = γ³n(γr).

For γ > 1 the system is contracted. Two derivatives with respect to r give γ², and 1/|r_p − r_q| = γ/|r'_p − r'_q|. Therefore

⟨Ψ_γ|T|Ψ_γ⟩ = γ²⟨Ψ|T|Ψ⟩, ⟨Ψ_γ|W|Ψ_γ⟩ = γ⟨Ψ|W|Ψ⟩.

The program tests these two powers on integrals over three-dimensional Gaussian functions. A contraction by 3 multiplies the kinetic integrals by 9 and the Coulomb integrals by 3.

Each state with density n_γ is the scaled form of one state with density n. The minimum at full repulsion can thus be taken over the unscaled states:

F_1[n_γ] = min (γ²⟨T⟩ + γ⟨W⟩) = γ² min (⟨T⟩ + ⟨W⟩/γ) = γ²F_{1/γ}[n].

The same argument without W gives T_s[n_γ] = γ²T_s[n] and shows that the KS determinant scales along. Hence E_Hx[n_γ] = γE_Hx[n]. Subtract both from F_1[n_γ]:

E_c[n_γ] = γ²F_{1/γ}[n] − γ²T_s[n] − γE_Hx[n] = γ²E_c^{1/γ}[n]. (6)

Now insert E_c^{1/γ} = E_GL2/γ² + O(γ⁻³). The factors γ² cancel, and

E_c[n_γ] → E_GL2[n] as γ → ∞. (7)

On compression the kinetic energy grows as γ² and the exchange energy as γ, while the correlation energy approaches a constant. This is a condition that an approximate correlation functional can be held to, for densities whose KS ground state is nondegenerate and whose second-order sum is finite.

## Second half: doubles, singles and a four-electron chain

### Symbols and results carried over

The KS determinant Φ0 has density n. Its spin-orbitals φ_p have energies ε_p, with i, j occupied and a, b empty. W is the full electron repulsion, with pair function w, and V_Hx is the sum of the local potentials v_H + v_x over the electrons. The repulsion is scaled by λ while the density is kept fixed. The correlation energy is then λ²E_GL2 + O(λ³), with

E_GL2 = −Σ_{k≠0} |⟨Φ_k|W − V_Hx|Φ0⟩|²/(E_k − E_0), (5)

where Φ_k and E_k are the excited KS determinants and their energies. For Coulomb repulsion, E_GL2 is also the limit of the correlation energy as the density is contracted without bound, provided that the KS ground state is nondegenerate and the sum is finite. The uniform electron gas is outside this condition: its second-order energy per electron diverges logarithmically.

### The double excitations

Define the repulsion integrals over space and spin coordinates x = (r, σ) as

⟨pq|rs⟩ = ∫∫ φ_p*(x_1)φ_q*(x_2) w(r_1, r_2) φ_r(x_1)φ_s(x_2) dx_1 dx_2,

⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩.

With creation operators c_p† and annihilation operators c_p,

W = ½ Σ_pqrs ⟨pq|rs⟩ c_p†c_q†c_s c_r.

W moves at most two electrons, so determinants with three or more excited electrons do not couple to Φ0. The doubly excited ones are

Φ_ij^ab = c_a†c_b†c_j c_i Φ0.

In ⟨Φ0|W|Φ_ij^ab⟩, W has to remove a and b and restore i and j. For p = i, q = j, r = a, s = b the operators give

c_i†c_j†c_b c_a c_a†c_b†c_j c_i Φ0 = c_i†c_j†c_j c_i Φ0 = Φ0,

so the sign is plus. Exchanging either the created pair or the annihilated pair alone gives a minus sign. The four possible terms are

½[⟨ij|ab⟩ + ⟨ji|ba⟩ − ⟨ij|ba⟩ − ⟨ji|ab⟩] = ⟨ij||ab⟩.

The last step uses ⟨ji|ba⟩ = ⟨ij|ab⟩, which is a renaming of the two electrons. V_Hx moves one electron at most and contributes nothing here.

The excitation energy is a difference of KS orbital energies, ε_a + ε_b − ε_i − ε_j. Distinct determinants have i < j and a < b. The squared element does not change when i and j, or a and b, are exchanged, and it vanishes when two of them coincide. Summing over all i, j, a, b counts each determinant four times, so

E_D = −¼ Σ_ijab |⟨ij||ab⟩|²/(ε_a + ε_b − ε_i − ε_j). (8)

### The single excitations

Let Φ_i^a = c_a†c_i Φ0. Now W has to bring one electron from a back to i, while a second electron j stays in its occupied orbital. The two direct terms are equal, and so are the two exchange terms. The factor ½ removes this repetition:

⟨Φ0|W|Φ_i^a⟩ = Σ_j (⟨ij|aj⟩ − ⟨ij|ja⟩).

The term j = i may be included because its two parts cancel. The first sum contains the density and equals ⟨i|v_H|a⟩, with v_H(r) = ∫w(r, r')n(r')d³r'. The second defines the nonlocal exchange operator of Hartree-Fock theory, built here from KS orbitals:

(v̂_x^NL ψ)(x) = −Σ_j φ_j(x) ∫φ_j*(x') w(r, r') ψ(x') dx'.

The local potential contributes ⟨Φ0|V_Hx|Φ_i^a⟩ = ⟨i|v_H + v_x|a⟩. In the difference the Hartree potential cancels:

⟨Φ0|W − V_Hx|Φ_i^a⟩ = ⟨i|v̂_x^NL − v_x|a⟩ = Δ_ia.

Each pair i, a gives one determinant, with excitation energy ε_a − ε_i. Therefore

E_S = −Σ_ia |⟨i|v̂_x^NL − v_x|a⟩|²/(ε_a − ε_i), (9)

E_GL2 = E_D + E_S. (10)

With Hartree-Fock orbitals the corresponding singles would vanish, because those orbitals diagonalize an operator that contains v̂_x^NL. This is Brillouin's theorem. KS orbitals diagonalize an operator with a local potential, so nothing forces the difference between the two exchange operators to vanish between occupied and empty orbitals. It does vanish for two electrons in one orbital, as shown below, but not in general.

The result also respects equation (7). Under contraction by γ the Coulomb and exchange elements grow as γ and the orbital energy differences as γ². Each squared element divided by its denominator is unchanged, so E_GL2[n_γ] = E_GL2[n].

### The equation for the local exchange potential

The potential v_x must keep the density fixed to first order in λ. The density operator moves one electron, so the single excitations alone contribute to the first-order density. Their amplitudes in the first-order state are −Δ_ia*/(ε_a − ε_i). Since ⟨Φ0|n̂(r)|Φ_i^a⟩ = Σ_σ φ_i*φ_a, the condition is

Re Σ_ia Σ_σ φ_i*(x)φ_a(x) Δ_ia*/(ε_a − ε_i) = 0 at every r. (11)

This is the optimized-effective-potential equation for exchange. It fixes v_x up to a constant.

It agrees with the definition v_x = δE_x/δn. To see this, change v_s by a small δv. The part of δφ_i that lies in the empty orbitals is

δφ_i = −Σ_a φ_a⟨a|δv|i⟩/(ε_a − ε_i).

Mixing among occupied orbitals changes neither n nor E_x. The exchange energy is ½Σ_i⟨i|v̂_x^NL|i⟩. It contains each orbital product twice, so its variation is

δE_x = 2 Re Σ_i⟨δφ_i|v̂_x^NL|φ_i⟩.

The density changes so that ∫v_x δn = 2 Re Σ_i⟨δφ_i|v_x|φ_i⟩. The two are equal if

Re Σ_ia ⟨i|δv|a⟩ Δ_ia*/(ε_a − ε_i) = 0.

Requiring this for every local δv gives equation (11).

For two electrons in one real spatial orbital φ_0, condition (11) has the form φ_0(r)Σ_a d_a φ_a(r) = 0, with d_a = Δ_0a/(ε_a − ε_0). The lowest orbital has no region where it vanishes, so the sum is zero, and since the φ_a are independent, every Δ_0a is zero. The potential is known too. The exchange operator acts on φ_0 as −v_H/2, because an electron meets one electron of its own spin, itself. Hence v_x = −v_H/2 up to a constant, and E_S = 0. The program tests both statements for two electrons on the chain below.

With more occupied orbitals, condition (11) constrains weighted sums of the Δ_ia and need not remove them one by one.

### Spin sums for closed shells

Let each occupied spatial orbital hold two electrons, and let the orbitals be real. From here on i, j, a, b denote spatial orbitals. Write

X = (ia|jb) = ∫∫φ_i(r)φ_a(r) w(r, r') φ_j(r')φ_b(r') d³r d³r',

Y = (ib|ja).

In equation (8), the direct integral X requires equal spins for i, a and for j, b, which allows four spin choices. The exchange integral Y also has four. Their product requires all spins to be equal, which leaves two. The spin sum of |⟨ij||ab⟩|² is therefore

4X² + 4Y² − 4XY.

Exchanging the names a and b turns Y² into X² without changing the denominator. With the factor ¼ this gives

E_D = −Σ_ijab X(2X − Y)/(ε_a + ε_b − ε_i − ε_j).

Pairs of opposite spin contribute −ΣX²/D and pairs of equal spin −½Σ(X − Y)²/D, where D is the same denominator. For the singles, the two spins give a factor 2:

E_S = −2 Σ_ia Δ_ia²/(ε_a − ε_i).

For the two equivalent sites of the first half, X = Y = U/2 and D = 4t. Then E_D = −(U/2)²/(4t) and E_S = 0, as before.

### Four electrons on seven points

A system with nonzero singles needs at least two occupied orbitals. Take a chain of seven points with spacing 0.5 bohr and four electrons, two of each spin. The kinetic energy is the three-point finite-difference form, and the repulsion is 1/√(x² + s²), with s = 0.5 bohr. The KS potential is chosen as x²/2 + x in atomic units; the linear term moves the minimum of the parabola to x = −1 bohr, away from the middle of the chain, and so removes the mirror symmetry of the chain. The density is the set of seven site occupations. This is a model with round parameters, small enough for the interacting problem at fixed density to be solved by diagonalization.

The KS orbital energies in hartree are

0.21888, 1.60495, 3.07571, 4.61147, 6.07254, 7.19318, 8.72327.

The first two orbitals are occupied. The gap to the third is 3.07571 − 1.60495 = 1.47076 hartree.

Moving both electrons from orbital 2 to orbital 3 has the integral 0.256482 hartree and the denominator 2 × 1.47076 = 2.9415 hartree. Its contribution is

−0.256482²/2.9415 = −0.02236 hartree.

This one excitation supplies 46 percent of the doubles energy. Over all doubles,

E_D = −0.04283 − 0.00557 = −0.04840 hartree,

where the first number comes from opposite spins and the second from equal spins.

The sign of each singles element depends on the arbitrary signs chosen for the two orbitals. E_S needs only the magnitudes. Equation (11) needs the relative signs as well, and a product such as Δ_13Δ_14Δ_23Δ_24, in which each orbital occurs twice, does not depend on the choice. For one such choice the elements Δ_ia, for a = 3 to 7, are in hartree

i = 1: −0.03174, 0.01069, 0.01646, 0.04864, −0.00844,

i = 2: −0.00019, −0.02484, 0.02021, −0.02136, 0.01129.

The element across the smallest gap, from 2 to 3, is by far the smallest in size. The largest connects orbitals 1 and 6. After division by the denominators, the largest energy term per spin is that of 1 to 3, 0.03174²/2.85683 = 0.000353 hartree, just ahead of 1 to 6, 0.04864²/6.97430 = 0.000339 hartree. The smallest denominator thus does not select the main single excitation here. Division of the squares by the orbital energy differences and summation over a gives 0.000773 hartree for i = 1 and 0.000396 hartree for i = 2. Therefore

E_S = −2(0.000773 + 0.000396) = −0.00234 hartree,

E_GL2 = −0.04840 − 0.00234 = −0.05074 hartree = −1.381 eV.

The singles make up 4.6 percent of E_GL2. The sum in equation (5) over all excited many-electron states of the chain gives the same energy, which tests both the selection of excitations and the counting factors.

### Approach to the limit

The program also finds, for each λ, the potential that holds the seven occupations fixed, and obtains E_c^λ from the interacting ground state. This route uses no orbital denominators. In hartree:

λ = 1: E_c^λ/λ² = −0.04544

λ = 1/4: E_c^λ/λ² = −0.04928

λ = 1/16: E_c^λ/λ² = −0.05037

λ = 1/32: E_c^λ/λ² = −0.05055

The distance to E_GL2 is 0.00038 hartree at λ = 1/16 and 0.00019 hartree at λ = 1/32. It halves with λ, as expected from a third-order term in E_c^λ. Extrapolation to λ = 0 differs from the orbital formula by about 10⁻⁹ hartree. Leaving out the singles would cause a mismatch of 0.0023 hartree, so the comparison is sensitive to them.

The extrapolated slope of W_c is −0.10148 hartree, twice E_GL2, and T_c/λ² tends to +0.05074 hartree. The potentials that hold the density fixed also yield v_x through their first-order part. It agrees with the solution of equation (11) at all seven points to the five decimals printed.

The chain can be contracted as well. If its spacing and its softening length s both shrink by γ, the kinetic matrix grows by γ² and the repulsion by γ, as for Coulomb forces in free space. At full repulsion the correlation energy is −0.04928 hartree for γ = 4 and −0.05037 hartree for γ = 16, the values of E_c^λ/λ² found for λ = 1/4 and λ = 1/16. This is equation (6) on the chain. If s stayed fixed, the repulsion would not scale in this way.

At λ = 1 and the original spacing, the correlation energy is −0.04544 hartree. E_GL2 exceeds it in magnitude by 0.0053 hartree, or 12 percent of the full correlation energy. The missing part comes from third and higher orders in λ. Its size belongs to this model and is no general error estimate.

The formula loses its meaning when an empty KS level becomes degenerate with an occupied one and the corresponding coupling does not vanish. Φ0 is then not a unique starting state, a denominator in equation (5) vanishes, and the derivation above, which assumed a nondegenerate KS ground state, no longer applies. Close to such a degeneracy E_GL2 is still defined, but it can be far too negative at λ = 1, as the two-site case shows for small t.

Calculated quantities

```
sites: 7, electrons: 4
spacing, softening (bohr): 0.5, 0.5
KS potential: curvature 1.0 hartree/bohr^2, tilt 1.0 hartree/bohr
positions (bohr): -1.5 -1.0 -0.5 0.0 0.5 1.0 1.5
KS potential (hartree): -0.375 -0.500 -0.375 0.000 0.625 1.500 2.625
site occupations (electrons): 0.58233 0.98391 0.66798 0.79523 0.67731 0.25425 0.03899
KS orbital energies (hartree): 0.21888 1.60495 3.07571 4.61147 6.07254 7.19318 8.72327
KS gap, orbital 2 to 3 (hartree): 1.47076
T_s, E_H, E_x (hartree): 3.70142 9.32508 -3.01916
v_x, mean set to zero (hartree): -0.03827 -0.27395 0.02360 -0.20075 -0.18671 0.16611 0.50998
v_x from constrained potentials (hartree): -0.03827 -0.27395 0.02360 -0.20075 -0.18671 0.16611 0.50998
nonlocal minus local exchange, orbital 1 to 3..7 (hartree):
   -0.031744 0.010688 0.016464 0.048642 -0.008436
nonlocal minus local exchange, orbital 2 to 3..7 (hartree):
   -0.000189 -0.024844 0.020207 -0.021355 0.011288
double excitation, both electrons of orbital 2 to orbital 3:
   integral (hartree): 0.256482
   denominator (hartree): 2.941529
   energy contribution (hartree): -0.0223636
doubles, opposite spin (hartree): -0.04283420
doubles, same spin (hartree): -0.00556841
doubles, total (hartree): -0.04840261
singles (hartree): -0.00233780
singles share of E_GL2 (percent): 4.6074
E_GL2 (hartree): -0.05074041
E_GL2 (eV): -1.38072
full many-electron second-order sum (hartree): -0.05074041
lam, E_c/lam^2, W_c/lam, T_c/lam^2 (energies in hartree):
   0.03125 -0.05055178 -0.10091587 0.05036409
   0.06250 -0.05036501 -0.10035827 0.04999327
   0.12500 -0.04999681 -0.09926416 0.04926735
   0.25000 -0.04928054 -0.09715406 0.04787352
   0.50000 -0.04792009 -0.09320734 0.04528725
   1.00000 -0.04544005 -0.08620162 0.04076157
limit of E_c/lam^2 (hartree): -0.05074041
limit minus E_GL2 (hartree): 1.4e-09
limit of W_c/lam (hartree): -0.10148082
limit of T_c/lam^2 (hartree): 0.05074041
E_c, chain contracted 4 times (hartree): -0.04928054
E_c, chain contracted 16 times (hartree): -0.05036501
two-electron singles (hartree): -1.4e-32
3D Gaussians contracted 3 times, ratios of T and W: 9.000000 3.000000
```
